# Exact Field-Lowered Barrier for Ion Hopping in a Sinusoidal Potential

## Scales and symmetry

An ion of charge $q>0$ sits in a row of equivalent sites with spacing $a$, separated by barriers of height $W$. A uniform field $E$ points along the row. Two energies can be formed from these quantities: $W$, and the work $qEa$ done by the field over one site spacing. The forward barrier must therefore have the form

$$B(E)=W\,g\!\left(\frac{qEa}{W}\right),\qquad g(0)=1. \tag{1}$$

Symmetry fixes half of the function $g$. The wells on either side of a saddle differ in energy by $qEa$, because the field-free potential is periodic. The ion hopping backward, against the field, therefore faces the barrier $B(E)+qEa$. If the field-free potential is also even about each site, a mirror reflection turns a backward hop in the field $E$ into a forward hop in the field $-E$. Hence

$$B(-E)=B(E)+qEa ,\qquad \tfrac12\left[B(E)-B(-E)\right]=-\tfrac12 qEa . \tag{2}$$

The odd part of the barrier is thus exactly the linear Cabrera-Mott term, $-qEa/2$, for as long as the barrier exists. Every correction to the linear law is even in $E$. When the site and the saddle have nonzero curvature, the first correction is of second order. Symmetry does not give its sign or size. Its size depends on the shape of the potential; its sign, as equation (15) will show, does not.

## The tilted potential and its barrier

Take the sinusoidal potential

$$U(x)=-\frac W2\cos\frac{2\pi x}{a}-qEx . \tag{3}$$

The field-free part runs from $-W/2$ at a site to $+W/2$ at a saddle, so $W$ is the full zero-field barrier. The model has one classical coordinate, a rigid lattice and a fixed ionic charge. The field acting on the ion is taken to be $E$ itself, with no local-field enhancement. "Exact" below means exact for equation (3).

The first two derivatives are

$$U'(x)=\frac{\pi W}{a}\sin\frac{2\pi x}{a}-qE,\qquad U''(x)=\frac{2\pi^2W}{a^2}\cos\frac{2\pi x}{a}. \tag{4}$$

Setting $U'=0$ gives

$$\sin\frac{2\pi x}{a}=f,\qquad f\equiv\frac{qEa}{\pi W}. \tag{5}$$

The reduced field $f$ compares the force $qE$ with the steepest slope $\pi W/a$ of the field-free potential. For $0\le f<1$ there are two solutions in each period. At $2\pi x/a=\arcsin f$ the cosine is $+\sqrt{1-f^2}$, so $U''>0$ and the point is a minimum. At $2\pi x/a=\pi-\arcsin f$ the cosine is $-\sqrt{1-f^2}$ and the point is a maximum, the saddle of the hop. Therefore

$$x_m=\frac{a}{2\pi}\arcsin f,\qquad x_s=\frac a2-x_m . \tag{6}$$

The field pushes the minimum forward and the saddle backward by equal amounts. With $\arccos f=\pi/2-\arcsin f$, their distance is

$$x_s-x_m=\frac a2-\frac a\pi\arcsin f=\frac a\pi\arccos f . \tag{7}$$

The barrier is $B=U(x_s)-U(x_m)$. The cosine part contributes

$$-\frac W2\left[-\sqrt{1-f^2}-\sqrt{1-f^2}\right]=W\sqrt{1-f^2},$$

and the field part contributes $-qE(x_s-x_m)=-(qEa/\pi)\arccos f=-Wf\arccos f$, where equation (5) was used in the form $qEa=\pi Wf$. The sum is

$$B(E)=W\left[\sqrt{1-f^2}-f\arccos f\right],\qquad 0\le f\le1. \tag{8}$$

It equals $W$ at $f=0$ and vanishes at $f=1$. Replacing $\arccos f$ by $\pi/2-\arcsin f$ separates the odd and even parts:

$$B(E)=S(E)-\frac{qEa}{2},\qquad S(E)=W\left[\sqrt{1-f^2}+f\arcsin f\right]. \tag{9}$$

The function $S$ is even in $f$, as equation (2) requires. The whole error of the linear law is $S-W$.

## Why the linear law overestimates the lowering

Differentiate equation (8). The derivative of $\arccos f$ is $-1/\sqrt{1-f^2}$, so

$$\frac{dB}{df}=W\left[-\frac{f}{\sqrt{1-f^2}}-\arccos f+\frac{f}{\sqrt{1-f^2}}\right]=-W\arccos f . \tag{10}$$

Since $df/dE=qa/(\pi W)$, equation (7) turns this into

$$\frac{dB}{dE}=-\frac{qa}{\pi}\arccos f=-q\,(x_s-x_m). \tag{11}$$

The slope is minus the charge times the current distance from minimum to saddle. The motion of these points drops out at first order because $U'=0$ at both. The linear law keeps the distance at its zero-field value $a/2$, whereas the true distance shrinks as the field grows. Each further increment of field lowers the barrier by less than the one before.

A second differentiation gives

$$\frac{d^2B}{df^2}=\frac{W}{\sqrt{1-f^2}}>0 . \tag{12}$$

The barrier is a convex function of the field. The linear law $W-qEa/2$ is its tangent at $E=0$, and a strictly convex function lies above its tangent everywhere else. The linear law therefore overestimates the lowering at every field with $0<f\le1$.

For the size of the error, expand equation (12) by the binomial series and integrate twice, with $B=W$ and $dB/df=-\pi W/2$ at $f=0$:

$$\frac{d^2B}{df^2}=W\left[1+\frac{f^2}{2}+\frac{3f^4}{8}+\dots\right],$$

$$\frac{dB}{df}=W\left[-\frac\pi2+f+\frac{f^3}{6}+\dots\right],$$

$$B=W\left[1-\frac{\pi f}{2}+\frac{f^2}{2}+\frac{f^4}{24}+\dots\right]. \tag{13}$$

In terms of the field,

$$B(E)=W-\frac{qEa}{2}+\frac{(qEa)^2}{2\pi^2W}+\frac{Wf^4}{24}+\dots \tag{14}$$

The linear law overestimates the lowering by $(qEa)^2/(2\pi^2W)$ at second order. The coefficients of the binomial series are all positive, so stopping at the quadratic term still overestimates the lowering, though by much less when $f$ is small.

## The same sign for other potentials

The sign of the second-order term does not depend on the sinusoid. Let a smooth field-free potential have a minimum with curvature $k_m>0$ and a saddle with curvature $-|k_s|<0$, and measure the displacement $\delta$ from either point. Near the minimum the energy changes by $\tfrac12k_m\delta^2-qE\delta$. This is stationary at $\delta=qE/k_m$, where it equals $-q^2E^2/(2k_m)$. Near the saddle the change is $-\tfrac12|k_s|\delta^2-qE\delta$. It is stationary at $\delta=-qE/|k_s|$, where it equals

$$-\frac{q^2E^2}{2|k_s|}+\frac{q^2E^2}{|k_s|}=+\frac{q^2E^2}{2|k_s|}.$$

Anharmonic terms enter these energies at third order in $E$. The second-order part of the barrier is the saddle value minus the minimum value:

$$B_2=\frac{q^2E^2}{2}\left(\frac1{k_m}+\frac1{|k_s|}\right)>0 . \tag{15}$$

The ion relaxes into the tilted well, and the top of the barrier slides toward it. Both effects oppose the lowering. For the sinusoid, equation (4) gives $k_m=|k_s|=2\pi^2W/a^2$, and equation (15) returns $(qEa)^2/(2\pi^2W)$. In an asymmetric potential the linear term contains the actual zero-field distance from minimum to saddle instead of $a/2$.

## Where the barrier ends

At $f=1$ the minimum and the saddle merge, at the field

$$E_c=\frac{\pi W}{qa}. \tag{16}$$

To see how the barrier disappears, put $\varepsilon=1-f$. Then $1-f^2=\varepsilon(2-\varepsilon)\approx2\varepsilon$, and equation (12) becomes $d^2B/d\varepsilon^2\approx W(2\varepsilon)^{-1/2}$. Both $B$ and its slope vanish at $\varepsilon=0$, so two integrations give

$$\frac{dB}{d\varepsilon}\approx W\sqrt{2\varepsilon},\qquad B\approx\frac{2\sqrt2}{3}\,W\,(1-f)^{3/2}. \tag{17}$$

The linear law instead reaches zero at $E=2W/(qa)$, that is at $f=2/\pi$, where equation (8) still leaves a barrier of about $0.21\,W$. Activated hopping ceases to describe the motion before $E_c$, at the latest once $B$ is no longer large compared with $k_BT$.

## Hop rates at high and low field

In classical transition-state theory the hop rate is the one-way thermal flux over the saddle, divided by the population of the well:

$$\Gamma=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{e^{-U(x_s)/k_BT}}{\int_{\rm well}e^{-U(x)/k_BT}dx}. \tag{18}$$

Here $m$ is the ion mass, and recrossing of the saddle is neglected. Counting each crossing as one hop also assumes that the ion loses its energy to the lattice and is caught in the next well. Equation (3) contains no such friction, and each saddle lies $qEa$ below the one before it. For $B\gg k_BT$ the well may be treated as a parabola of curvature $k_m=(2\pi^2W/a^2)\sqrt{1-f^2}$. The integral is then $e^{-U(x_m)/k_BT}\sqrt{2\pi k_BT/k_m}$, and

$$\Gamma_+=\frac1{2\pi}\sqrt{\frac{k_m}{m}}\,e^{-B/k_BT}=\nu_0(1-f^2)^{1/4}e^{-B/k_BT},\qquad \nu_0=\frac1a\sqrt{\frac{W}{2m}} . \tag{19}$$

The linear law with a fixed prefactor, $\Gamma_{\rm lin}=\nu_0e^{-(W-qEa/2)/k_BT}$, is too fast by

$$\frac{\Gamma_{\rm lin}}{\Gamma_+}=\frac{e^{(S-W)/k_BT}}{(1-f^2)^{1/4}}\approx\exp\!\left[\frac{(qEa)^2}{2\pi^2Wk_BT}\right]. \tag{20}$$

A correction that is small beside $W$ can thus be large in the rate, because it is measured against $k_BT$. It reaches a factor $e$ near $qEa=\pi\sqrt{2Wk_BT}$.

At low field backward hops matter. They have the same prefactor and the barrier $B+qEa=S+qEa/2$, so the net forward rate is

$$\Gamma_+-\Gamma_-=2\nu_0(1-f^2)^{1/4}e^{-S/k_BT}\sinh\frac{qEa}{2k_BT}. \tag{21}$$

For $qEa\ll k_BT$, expansion of each factor gives

$$\Gamma_+-\Gamma_-\approx\nu_0e^{-W/k_BT}\frac{qEa}{k_BT}\left[1+\frac{(qEa)^2}{24(k_BT)^2}-\frac{(qEa)^2}{2\pi^2Wk_BT}-\frac{(qEa)^2}{4\pi^2W^2}\right]. \tag{22}$$

The three corrections come from the hyperbolic sine, the barrier curvature and the prefactor. The second is smaller than the first by the ratio $12k_BT/(\pi^2W)$. When $W\gg k_BT$, the curvature of the barrier is therefore a minor part of the nonlinearity at low field. It becomes important in the high-field regime of thin-film oxidation.

## Numbers for a thin oxide film

Round parameters in the rough regime of aluminium oxidizing near room temperature are $q=3e$, $a=0.40$ nm, $W=1.60$ eV, $T=300$ K and $E=10$ MV/cm, which is 1 V/nm. Then $qEa=3\times1\times0.40=1.20$ eV and $f=1.20/(1.60\,\pi)=0.239$. The linear lowering is 0.600 eV. The second-order term is $1.20^2/(2\pi^2\times1.60)=0.0456$ eV and the fourth-order term is 0.0002 eV. Equation (8) gives a barrier of 1.046 eV, where the linear law gives 1.000 eV.

The minimum-to-saddle distance has shrunk from 0.200 to 0.169 nm. If $a$ and $W$ are known, a linear analysis of the total lowering would return a charge number of 2.77 instead of 3. An analysis of the local slope $dB/dE$ would return 2.54. The second is further off because the slope feels the full shrinkage of the distance, while the total lowering averages over it.

The table gives the excess of the linear lowering over the exact one, with the Boltzmann factor of that excess at $k_BT=0.02585$ eV.

| $E$ (MV/cm) | linear (eV) | exact (eV) | excess (eV) | factor |
|---|---|---|---|---|
| 2 | 0.120 | 0.118 | 0.002 | 1.07 |
| 5 | 0.300 | 0.289 | 0.011 | 1.6 |
| 10 | 0.600 | 0.554 | 0.046 | 5.9 |
| 20 | 1.200 | 1.014 | 0.186 | 1300 |

The excess grows nearly as $E^2$, so the factor grows nearly as the exponential of $E^2$. The last row shows this trend formally: it lies at twice a rough breakdown field of 10 MV/cm. For the same parameters $E_c$ is 41.9 MV/cm. The linear law places the end of the barrier at 26.7 MV/cm, where 0.34 eV remains.

With the aluminium mass, 26.98 u, equation (19) gives $\nu_0=4.23\times10^{12}$ s$^{-1}$. Numerical quadrature of equation (18) at 10 MV/cm gives a hop rate of $1.12\times10^{-5}$ s$^{-1}$, against $6.7\times10^{-5}$ s$^{-1}$ from the linear law. The ratio is 6.0, slightly above the tabulated 5.9. The field softens the well and lowers the prefactor by the factor 0.985, and anharmonicity contributes a further 0.995.

## Consequence for the film thickness

In the Cabrera-Mott picture a fixed voltage $V$ across a film of thickness $X$ produces the field $E=V/X$. As the film thickens, the field falls and the barrier rises. The step that limits growth in that picture is the entry of ions from the metal into the oxide, which has its own barrier and distance. Here the hop between equivalent sites stands in for it, so the numbers below illustrate the effect of the curvature and do not predict a real film. Growth does not end sharply, but it becomes negligible once the hop rate has dropped to some chosen small value $r$. With the prefactor held at $\nu_0$, this happens when

$$B(V/X)=k_BT\ln\frac{\nu_0}{r}. \tag{23}$$

Take $V=1.5$ V and $r=10^{-5}$ s$^{-1}$, about one hop per day. The right side is $0.02585\ln(4.23\times10^{17})=1.049$ eV. The linear law needs a lowering of $1.600-1.049=0.551$ eV and hence a field of $2\times0.551/(3\times0.40)=0.918$ V/nm, or 9.18 MV/cm. A numerical root of equation (23) with the exact barrier gives 9.93 MV/cm. The thicknesses are

$$X_{\rm lin}=\frac{1.5}{0.918}=1.63\ \text{nm},\qquad X=\frac{1.5}{0.993}=1.51\ \text{nm}. \tag{24}$$

With $V$, $W$, $q$, $a$, $T$ and $r$ held fixed, the linear law overestimates the final thickness by 8% relative to the exact barrier. The error is far milder than the sixfold error in rate, because a modest change of field compensates a large change of rate.

## The model beside a real oxide

Aluminium near room temperature carries an oxide film a few nanometres thick or less, so the model thickness has a reasonable magnitude. That agreement is weak evidence for the parameters, which were chosen round. A real film is usually amorphous, with a spread of jump distances and barriers in place of one $a$ and one $W$.

The least secure assumption is the field acting on the ion. With a rough relative permittivity $\epsilon_r=9$, the full Lorentz factor would be $(\epsilon_r+2)/3=3.67$. If this factor applied at 10 MV/cm, with $q$ and $W$ unchanged, the barrier would fall from 1.05 to 0.07 eV. Whether it applies to a migrating ion in a thin film is not settled by this model, but the possible shift far exceeds the second-order term. In rate data taken over a narrow range of field, the second-order term can also be absorbed into a fitted barrier together with a fitted charge or jump distance.

The image attraction of the nearby metal is also large. For an ion at distance $d$ from the metal it adds the energy $-q^2/(16\pi\epsilon_0\epsilon_rd)$. With the site one spacing from the metal, numerical location of the minimum and saddle gives a zero-field barrier of 1.92 eV instead of 1.60 eV. The excess of the linear lowering, now taken with the actual zero-field distance, is 0.047 eV at 10 MV/cm, close to the earlier 0.046 eV. In this estimate the image force changes the barrier height strongly and the second-order effect little.

Single hops also need enough friction. With a damping force $-m\gamma\dot x$ and $\omega_0=2\pi\nu_0$, an ion leaving the saddle at thermal speed in a field of 10 MV/cm is caught in the next well for $\gamma=0.2\,\omega_0$ but runs on over many sites for $\gamma=0.1\,\omega_0$. At 20 MV/cm it still runs on at $\gamma=0.2\,\omega_0$. The barrier is unaffected, but the escape rate then no longer fixes the drift along the row.

Other effects are smaller for these numbers. Quantum motion in the harmonic well and through a parabolic saddle raises the rate by about 4%. Backward hops are suppressed by $e^{-qEa/k_BT}\approx7\times10^{-21}$. A polarizability volume larger by 0.001 nm$^3$ at the saddle than at the site would lower the barrier by 0.0003 eV.

The fixed voltage also requires electrons to cross the film quickly. For a rectangular electron barrier $\Phi=2$ eV, the free-electron mass and $X=1.51$ nm, the transmission $\exp(-2X\sqrt{2m_e\Phi}/\hbar)$ is $3\times10^{-10}$. With an attempt rate $\Phi/h$, this gives roughly $10^5$ electrons per second per site. The field in the film raises the electron barrier toward the outer surface, which lowers this estimate by between one and two orders of magnitude. It remains far more than the ion hops consume. The field itself, however, is about equal to the rough breakdown value, so the assumption of an intact film under a steady field has little margin.

All numerical values are calculated from the stated model.
